Lead Bloch modes when the interlayer hopping matrix is singular

**The result**

Take a lead made of identical layers with n orthonormal orbitals each. Let H be the Hermitian matrix of one layer, let T couple layer j to layer j+1, and write M = E − H. The amplitudes obey

T†ψ(j−1) − Mψ(j) + Tψ(j+1) = 0.  (1)

A Bloch or evanescent mode has ψ(j) = λ^j u. All its possible factors λ, including zero and infinity, are the ratios α/β of the generalized eigenproblem

βAx = αBx,  A = [[0, 1], [−T†, M]],  B = [[1, 0], [0, T]].  (2)

The matrix T is never inverted, so it may be singular. When Im E > 0, exactly n factors satisfy |λ| < 1. If the columns of (Z1; Z2) span the corresponding subspace, then

F = Z2 Z1⁻¹,  ψ(j+1) = Fψ(j),  Σ = TF,  (3)

where Σ is the self-energy of a lead extending towards large j.

The method requires det(A − λB) not to vanish identically in λ. This can fail at a real energy that coincides with a flat band. Atomic units are used in the algebra, and eV and angstrom for the numbers.

**A lead small enough to solve by hand**

Let each layer hold two orbitals, p and q, with energies +Δ and −Δ. Every neighbouring pair along the chain p, q, p, q, … is joined by a real hopping t. Only q touches the next layer, through its p orbital, so

H = [[Δ, t], [t, −Δ]],  T = [[0, 0], [t, 0]].

T has rank 1 and no inverse. A transfer matrix would need T⁻¹ to obtain ψ(j+1) from ψ(j) and ψ(j−1), and cannot be formed. Inserting ψ(j) = λ^j u in (1) and multiplying by λ gives Q(λ)u = 0, with

Q(λ) = T† − λM + λ²T
 = [[−λ(E−Δ), t(1+λ)], [λt(1+λ), −λ(E+Δ)]].

Its determinant is

det Q = λ²(E²−Δ²) − λt²(1+λ)²
 = λ[λ(E²−Δ²) − t²(1+λ)²].

A quadratic problem of size two could have degree four. This one has degree three. The missing degree is an infinite root, the prefactor λ is a zero root, and the bracket supplies two finite nonzero roots:

E² − Δ² = t²(2 + λ + 1/λ).  (4)

The zero root has T†u = 0, hence u = (1, 0): amplitude on p alone. Orbital p of layer 0 has no bond to layer 1, so this amplitude stops there. The equations of layers 1, 2, … hold with ψ = 0 in them, while the equation of layer 0 is left to whatever is attached on its left. The infinite root is the mirror case, with amplitude on q.

The zero mode is needed to describe an arbitrary ψ(0). Let λ now denote the root of (4) inside the unit circle. The first row of Q gives its vector as

u = (c, 1),  c = t(1+λ)/[λ(E−Δ)].

Together with e_p = (1, 0) it forms a basis. Since Fe_p = 0 and Fu = λu, the second unit vector e_q = u − ce_p obeys Fe_q = λu. Therefore

F = [[0, λc], [0, λ]],  Σ = TF = [[0, 0], [0, t²(1+λ)/(E−Δ)]].

The self-energy acts only on q, the orbital that touches the lead.

To check it, let g_p be the surface function of a lead beginning with p, and g_q that of a lead beginning with q. Adding one site at a time requires

1/g_p = E − Δ − t²g_q,  1/g_q = E + Δ − t²g_p.

The result above says g_p = (1+λ)/(E−Δ). Inserting it in the second relation and using (4) in the form E² − Δ² = t²(1+λ)²/λ gives

1/g_q = [t²(1+λ)²/λ − t²(1+λ)]/(E−Δ) = t²(1+λ)/[λ(E−Δ)].

Then E − Δ − t²g_q = (E−Δ)[1 − λ/(1+λ)] = (E−Δ)/(1+λ), which is 1/g_p. Both relations hold.

**The general eigenproblem**

Write x = (u, w). For finite λ, the upper half of Ax = λBx says w = λu. The lower half says −T†u + Mw = λTw, which becomes Q(λ)u = 0. To see that no roots are gained or lost, start from

A − λB = [[−λ, 1], [−T†, M−λT]].

Adding λ times the second block column to the first leaves the determinant unchanged and gives

[[0, 1], [−Q(λ), M−λT]].

Exchanging the block columns gives a sign (−1)ⁿ, and det(−Q) gives another. Hence

det(A − λB) = det Q(λ).

No division by λ or T has occurred.

The two special cases follow from (2). If α = 0, then w = 0 and T†u = 0. If β = 0, then u = 0 and Tw = 0. The QZ algorithm returns α and β separately, so an infinite factor is an ordinary pair with β = 0.

For real E, M is Hermitian and

Q(λ)† = T − λ*M + λ*²T† = λ*²Q(1/λ*).

Thus λ and 1/λ* occur together, and zero is paired with infinity with equal multiplicity.

**How many zeros there are**

Let T have rank r and nonzero singular values s₁, …, s_r, so that T = U_r S V_r†. Let N_R and N_L be orthonormal bases of the kernels of T and T†. Multiplying Q on the left by [V_r, N_R]† and on the right by [U_r, N_L], both unitary, gives for small λ

[[S + O(λ), O(λ)], [O(λ), −λN_R†MN_L + O(λ²)]].

The lower n−r rows each contain a factor λ. After it is removed, the upper right block vanishes at λ = 0, so the determinant factorizes. The coefficient of λ^(n−r) in det Q therefore has modulus

s₁…s_r |det(N_R†MN_L)|.  (5)

If this is nonzero at a real E, there are n−r zero factors, by the pairing above n−r infinite ones, and

2n − 2(n−r) = 2r

finite nonzero ones. In the hand example N_R is q and N_L is p, so (5) equals t·|−t| = t². This matches the term −t²λ in the determinant.

If (5) vanishes, there are more zero factors than independent vectors in the kernel of T†. The zeros then form Jordan chains, and an eigenvector basis no longer exists.

**Choosing the modes that belong to the lead**

On the unit circle λ = exp(ika), with a the layer length, and

(H + λT + λ⁻¹T†)u = Eu,  u†u = 1.

For a non-degenerate mode, differentiating the energy with respect to k leaves only the derivative of the matrix. With z = λu†Tu and λ⁻¹ = λ*,

v = dE/dk = ia(z − z*) = −2a Im(λu†Tu).  (6)

Adding iη to E changes k by iη/v, and so multiplies |λ| by exp(−aη/v) to first order. A mode with v > 0 moves inside the circle and belongs with the decaying modes.

For Im E > 0 no factor lies on the circle, because it would make the complex number E an eigenvalue of a Hermitian matrix. The number inside therefore cannot change as E moves through the upper half-plane. For very large |E|, Q(λ)/E tends to −λ times the unit matrix on the circle, and its determinant has n zeros inside. Hence there are n inside for every such E, whatever the rank of T.

**The self-energy without eigenvectors**

Ordered QZ places the pairs with |α| < |β| first. It yields Z = (Z1; Z2), Y and upper triangular S₁, P₁ with

AZ = YS₁,  BZ = YP₁.

All these β are nonzero, so P₁ is invertible. With J = P₁⁻¹S₁ we have AZ = BZJ, whose two halves are

Z2 = Z1J,  −T†Z1 + MZ2 = TZ2J.

Substituting the first in the second gives T†Z1 − MZ1J + TZ1J² = 0. Hence ψ(j) = Z1J^j c solves (1) for any c, and it decays because the eigenvalues of J lie inside the circle.

Z1 can be inverted. Suppose Z1c = 0 with c ≠ 0. Then ψ(0) = 0, while ψ(1) = Z2c ≠ 0 because the columns of Z are independent. The amplitudes from layer 1 onward would be a normalizable eigenstate of a Hermitian half-lead with complex energy, which is impossible. So F = Z2Z1⁻¹ exists.

The equation of layer 0 becomes

Mψ(0) = T†ψ(−1) + TFψ(0),

which identifies Σ = TF. Applied to layer 1, the same elimination gives (M − TF)ψ(1) = T†ψ(0), so that

g = (M − TF)⁻¹,  F = gT†,  Σ = TgT†.

The procedure is:

1. Form A and B at E + iη, with M and T in the same energy unit.
2. Run complex QZ, ordered by |α| < |β|.
3. Check that n pairs were selected, then form F and TF.
4. For a lead extending the other way, exchange T and T†.

At real E one can instead write F = UΛU⁻¹. The columns of U are the decaying modes, the modes with v > 0 and an orthonormal basis of the kernel of T†. A singular value decomposition supplies that basis directly, whereas the vectors an eigenvalue routine returns for the repeated zero factor need not be orthogonal. This route assumes that (5) is nonzero, that E is not at a band edge, that the propagating factors are distinct, that the nonzero evanescent factors have independent vectors, and that the lead cut off before layer 1 has no bound surface state at E. At the energy of such a state U is singular and F does not exist. The condition on the evanescent vectors fails at an energy where two evanescent factors merge into a Jordan chain; the subspace method still works there.

**A lead with no special structure**

A random complex lead with n = 6 and r = 2 was examined at E = 3.208 eV, chosen as a band energy at ka = 0.9. The count is 4 zero, 4 infinite and 4 finite factors, as (5) predicts. The finite ones are an evanescent pair with |λ| = 0.00940 and 106.39, whose product is 1, and two propagating modes. Their slopes dE/d(ka) are +0.998 and −0.961 eV. They differ in size because this H and T have no symmetry relating k to −k.

The known factor exp(0.9i) is recovered with an absolute error of 2.4×10⁻¹⁵. The alternative is to replace T by T + δ and invert. With δ scanned in powers of ten from 10⁻² to 10⁻¹⁴ eV, a standard eigenvalue routine, which balances the matrix first, gives a best error of 4.5×10⁻⁶ in the run below, at δ = 10⁻⁶ eV. A larger δ changes the physical problem, and a smaller one enlarges the inverse and with it the rounding error. The change in T alone shifts the factor by about 1.2δ per eV, that is 1.2×10⁻⁶ at this δ. The rounding part depends strongly on the routine: a Schur decomposition without diagonal scaling lowers the best error to about 10⁻⁷, at δ = 10⁻⁸ eV, which is still far above the error of the pencil.

At η = 0.05 eV, Σ agrees to 1.1×10⁻¹⁵ eV with that of a lead grown explicitly, one layer at a time, by g → (M − TgT†)⁻¹. At real energy the self-energies of the two opposite leads give a transmission of 1.00000000 for the one open channel.

**A metal contact**

Consider the gap states that a metal induces in a semiconductor. The semiconductor cell now has four planes with energies Δ, −Δ, Δ, −Δ and uniform hopping t. Only plane 4 touches the next cell, so T has rank 1. Here N_R†MN_L consists of rows 2 to 4 and columns 1 to 3 of M. It is upper triangular with −t on its diagonal, so its determinant is −t³ at every energy. There are 3 zero, 3 infinite and 2 finite factors.

The new cell is two of the two-plane layers. In the gap, the two-plane factor is −exp(−κa/2), with a the four-plane cell length. Equation (4) becomes

Δ² − E² = 2t²[cosh(κa/2) − 1] = 4t² sinh²(κa/4),

κ = (4/a) asinh[√(Δ²−E²)/(2t)].  (7)

Near the upper edge the argument is small and Δ² − E² ≈ 2Δ(Δ−E). Then κ² ≈ 8Δ(Δ−E)/(a²t²), which is the usual 2m(Δ−E) with m = 4Δ/(a²t²). For weak hopping, asinh(x) ≈ ln(2x) gives

λ = exp(−κa) ≈ t⁴/(Δ²−E²)²,

one factor of t for each bond in the cell.

Take a = 5.4 Å, Δ = 0.55 eV and t = 1.5 eV. A barrier of 0.6 eV puts the Fermi level at 0.55 − 0.60 = −0.05 eV from midgap. Then

√(0.3025 − 0.0025)/(2×1.5) = 0.1826,
κ = (4/5.4) asinh(0.1826) = 0.1345 Å⁻¹,
λ = exp(−0.1345×5.4) = 0.484.

The amplitude decays over 1/κ = 7.4 Å. The density decays over half that, 3.7 Å or 0.37 nm.

The metal is a uniform chain with site energy −1.0 eV and hopping 2.0 eV, joined to plane 1 by a bond of 1.5 eV. The induced density of states in the first four cells is 0.1527, 0.0357, 0.0084 and 0.0020 per eV and spin. Each ratio is λ² = 0.234, from the first cell onward. The metal drives the semiconductor through plane 1 alone, as a preceding semiconductor cell would. The wave in the first cell therefore lies in the range of gT†, which is spanned by the single decaying mode. When the contact bond is cut, the density in the gap vanishes.

**Beside a real silicide contact**

The gap, cell length and barrier are rough values for a silicide on n-type silicon. The single-orbital chain is not silicon: its band-edge mass is 0.26 electron masses, whereas silicon has six anisotropic valleys with masses of roughly 0.19 and 0.92. Scaling κ with the square root of the mass moves the amplitude length from 7.4 Å to 8.6 or 3.9 Å. Close to the interface this is the largest change in decay length among the effects estimated here; farther in, band bending takes over.

For a high contact doping of 10²⁰ cm⁻³ the electrons are degenerate, with the Fermi level about 0.07 eV above the bulk band edge. The bending is then 0.67 eV over a depletion width of 3.0 nm, with a peak field of 4.5 MV/cm. These values assume an abrupt depletion edge and the zero-temperature Fermi level; a self-consistent Fermi–Dirac profile at 300 K lowers the peak field to 4.3 MV/cm. The field is far above the avalanche field of lightly doped silicon, roughly 0.3 MV/cm, but the total drop is smaller than the gap. All are averages for a uniform charge; the dopants are about 2.2 nm apart, so the local field varies strongly. Over one amplitude length the bands fall by 0.29 eV, which lowers the local κ by 10 %. At two amplitude lengths it is lower by about 40 %, and the Fermi level reaches the band edge 20 to 23 Å from the metal. The constant ratio 0.234 is therefore a flat-band result; with the abrupt profile the first three cell ratios are about 0.32, 0.46 and 0.69. A transverse momentum equal to the spherically averaged valley Fermi momentum raises the model's κ by 16 %; using the anisotropic valley masses throughout, still with a two-band relation and with the whole Fermi energy in transverse motion, gives 13 %. By comparison, an energy shift of kT at 300 K changes it by +0.3 % upward and −0.5 % downward.

The barrier itself is also uncertain. The continuum estimate of image lowering is 0.23 eV, but it places the barrier maximum only 2.6 Å from the metal, where a continuum formula is unreliable. The interface dipole is roughly 0.06 to 0.09 eV, depending on where within one plane spacing the counter charge is placed, if the gap states are neutral at midgap and the bulk permittivity still holds a few angstroms from the metal, which is also uncertain. The bending is 0.61 of the gap, so the bands do not overlap for band-to-band tunnelling at zero bias; about 0.43 V of reverse bias would bring them to the onset of overlap, and at zero temperature empty final states appear only at 0.5 V. Gap narrowing at this doping is neglected. With the unlowered barrier and the model's κ, the semiclassical tunnelling factor at the Fermi level is 0.02, against a thermal factor exp(−0.6 eV/kT) of 8×10⁻¹¹. Scaling κ to the valley masses changes the tunnelling factor to between 0.0005 and 0.03. The self-consistent profile at 300 K lowers these three values to 0.012, 0.0002 and 0.02. These factors are not currents, but their separation indicates that tunnelling dominates in this regime.

**Where the mode picture fails**

Cut the bond between planes 2 and 3 in every cell. One diagonal entry of the triangular matrix N_R†MN_L becomes zero, so (5) vanishes. All four factors inside the circle are now zero, but T† has only three independent kernel vectors. One Jordan chain of length two remains.

A generic perturbation ε of T splits such a double zero in proportion to √ε; a perturbation of H alone keeps the kernel of T† and moves one factor linearly in ε. After a random unitary change of basis, the largest computed zero is indeed 1.7×10⁻⁹, well above rounding level. The subspace result is unaffected: F has norm 0.93, while F² has norm 3×10⁻¹⁶. This is the right physics, since amplitude can enter the next cell as far as the cut and no farther.

The cut chain also shows the failure of the pencil itself. Its bands are flat, because it consists of separate four-plane fragments. At a fragment energy, such as 1.078 eV, a fragment state can be given any phase or growth factor from cell to cell. Every λ is then a solution, and Q(λ) is singular for all of them. Adding iη restores a regular pencil. The self-energy of this lead has a finite limit at 1.078 eV as η is reduced. It diverges as 1/η at two other energies, ±√(Δ²+t²) = ±1.598 eV, which belong to the two-plane fragment left at the surface of the lead. The dependence on η should therefore be examined near surface states as well as near flat bands.

The remaining values are in the numerical output below.

Computed values

```
RANDOM TEST LEAD
orbitals n, rank r: 6, 2; energy 3.20807 eV
zero, infinite, finite factors: 4, 4, 4
  |lam| 0.00940 phase +3.13330 rad evanescent
  |lam| 1.00000 phase +2.34513 rad dE/d(ka) -0.96109 eV
  |lam| 1.00000 phase +0.90000 rad dE/d(ka) +0.99759 eV
  |lam| 106.38689 phase +3.13330 rad evanescent
known factor: phase 0.9 rad, QZ error 2.4e-15
best regularized inverse: delta 1e-06 eV, error 4.5e-06
determinant roots, largest relative difference: 8.6e-14
velocity vs band slope, largest difference: 3.0e-09 eV
self-energy vs grown lead (eta 0.05 eV): 1.1e-15 eV
real-energy modes vs eta = 1e-8 eV: 1.4e-08 eV
open channels 1, transmission 1.00000000
CONTACT MODEL (rough silicide-on-silicon regime)
cell 5.4 A, gap 1.1 eV, hopping 1.5 eV, barrier 0.6 eV
Fermi level from midgap -0.050 eV; band-edge mass 0.256 m_e
metal site -1.0 eV, hopping 2.0 eV, contact bond 1.5 eV
zero, infinite, finite factors: 3, 3, 2
decaying factor 0.48370, kappa 0.13450 1/A
amplitude length 7.435 A; density length 3.717 A = 0.3717 nm
gap states per eV, spin, cell 1-4: 0.15270 0.03573 0.00836 0.00196
ratio per cell 0.23396, factor squared 0.23396
CUT BOND
zero, infinite factors 4, 4; largest computed zero 1.7e-09
norm of F 0.9301, of F squared 3.3e-16
flat band (singular pencil) at 1.07793 eV
NEGLECTED EFFECTS (estimates)
rough inputs: doping 1e+20 cm^-3, eps_r 12.0, 300.0 K
rough valley masses 0.19, 0.92 m_e; valleys 6
doping / band density 3.64; Fermi level above band edge 0.0740 eV
depletion width 2.990 nm, peak field 4.51 MV/cm
band bending / gap 0.613 (below 1: no band-to-band)
bending over amplitude length 0.2935 eV, kappa change -9.9 %
kT 0.02585 eV, kappa change for E + kT +0.32 %
image lowering 0.233 eV; interface dipole 0.0766 eV
amplitude length scaled to valley masses: 8.62, 3.92 A
transverse momentum 0.0790 1/A: kappa change +16.0 %
WKB tunnelling factor 1.89e-02, thermal factor 8.33e-11
```
